Lowest kinetic energy of Harriman orbitals in a one-dimensional harmonic well

Harriman orbitals for N fermions in a one-dimensional harmonic well

**Problem.** N non-interacting spinless (fully spin-polarized) fermions fill the lowest levels of v(x) = ω²x²/2. Hartree atomic units are used, with ω = 1 hartree; rescaling x → √ω x multiplies every kinetic energy below by ω. The density is n = Σ φ_k² over k = 0…N−1, with φ_k the oscillator eigenfunctions of energy ε_k = k + ½. Define

T_W = (1/8) ∫ n′²/n dx,  T_TF = (π²/6) ∫ n³ dx.

T_W is the von Weizsäcker energy. T_TF is the Thomas-Fermi energy, since a uniform spinless gas fills |q| ≤ πn and ∫ (q²/2) dq/(2π) = π²n³/6. T_s[n] is the lowest kinetic energy of any Slater determinant with density n. Harriman orbitals are

χ_κ(x) = √(n/N) exp(iκ f(x)),  f(x) = (2π/N) ∫_{−∞}^x n dx′,

with N real labels κ chosen so that the orbitals are orthonormal. Find the lowest kinetic energy T_H that such orbitals reach, and compare it with T_s and T_W as N grows.

**A tempting solution.** The phase f rises from 0 to 2π, and n dx/N = df/(2π). For labels differing by d,

⟨χ_κ|χ_{κ+d}⟩ = (1/2π) ∫_0^{2π} exp(i d f) df = [exp(2πi d) − 1]/(2πi d).

This is 1 for d = 0 and 0 for nonzero integer d. Each |χ_κ|² is n/N, so the N orbitals sum to n. The derivative is χ_κ′ = [(√n)′ + iκ f′ √n] exp(iκf)/√N, whose two terms are real and imaginary, so |χ_κ′|² = [(√n)′² + κ² f′² n]/N. With (√n)′² = n′²/(4n), f′ = 2πn/N and 2π² = 12(π²/6),

T = ½ Σ ∫ |χ_κ′|² dx = T_W + (2π² Σκ²/N³) ∫ n³ dx = T_W + (12 Σκ²/N³) T_TF.  (1)

Number the orbitals like the levels, κ = 0…N−1. Then Σκ² = (N−1)N(2N−1)/6 and

T_0 = T_W + [2(N−1)(2N−1)/N²] T_TF.

For large N, T_TF ≈ T_s ≈ N²/4 and T_W is negligible (both shown below), so T_0/T_s → 4; it is 3.9884 at N = 512. The conclusion drawn is that forcing all orbitals to share one density costs four times the exact energy.

**The fault.** Equation (1) and T_0 are correct, but κ is not a level number. Orthogonality fixes only the differences of the labels; a common shift is free, even a non-integer one, because the line is open and no periodicity ties f = 0 to f = 2π. With κ̄ the mean label, the cross term vanishes in

Σκ² = Σ(κ − κ̄)² + N κ̄².

The second term is flow energy. The current is j = Σ Im(χ_κ* χ_κ′) = (n/N) f′ Σκ = κ̄ n f′, and

½ ∫ j²/n dx = ½ κ̄² (2π/N)² ∫ n³ dx = (12 N κ̄²/N³) T_TF,

which is the κ̄ part of (1). The local wavenumbers κf′ of the set 0…N−1 span 0 to about 2πn, a Fermi sea moving to the right. The mean of q² over (0, 2πn) is four times its mean over (−πn, πn), and this is the factor 4.

**The best labels.** Take κ̄ = 0. Expanding the square gives Σ_{i<j}(κ_i − κ_j)² = NΣκ² − (Σκ)² = NΣ(κ − κ̄)². Ordered labels with nonzero integer differences obey κ_j − κ_i ≥ j − i, so consecutive labels minimize every term. Closer spacing is excluded: the overlap has modulus |sin πd|/(πd), which is 2/π = 0.6366 at d = ½. The spread of consecutive labels follows from the set 0…N−1, whose mean is (N−1)/2:

(N−1)N(2N−1)/6 − N(N−1)²/4 = N(N−1)[(4N−2) − (3N−3)]/12 = N(N²−1)/12.

With κ = −(N−1)/2…(N−1)/2, half-integers for even N, equation (1) gives

T_H = T_W + (1 − 1/N²) T_TF.  (2)

This holds for any one-dimensional n ≥ 0 with ∫n = N and finite T_W. Indeed n(x) = ∫_{−∞}^x 2√n (√n)′ ≤ 2√(2N T_W) by the Cauchy-Schwarz inequality, so ∫n³ is finite, and every such density comes from a determinant of finite kinetic energy, whether or not it is the ground-state density of any potential.

**The exact T_s and the two bounds.** The ladder operators (x ± d/dx)/√2 give

xφ_k = √(k/2) φ_{k−1} + √((k+1)/2) φ_{k+1},
φ_k′ = √(k/2) φ_{k−1} − √((k+1)/2) φ_{k+1}.

Squaring the first and integrating gives ⟨x²⟩ = k + ½, so ∫vn = ½ Σ(k + ½) = N²/4, while E₀ = Σ(k + ½) = N²/2. Any N orthonormal orbitals ψ_i have energy Σ_k ε_k w_k with w_k = Σ_i |⟨φ_k|ψ_i⟩|², 0 ≤ w_k ≤ 1 and Σw_k = N, which is at least E₀. If they yield n, then T ≥ N²/2 − N²/4, and the φ_k attain this value, so T_s = N²/4 ≤ T_H. From n′ = 2 Re Σ ψ_i* ψ_i′, Cauchy-Schwarz gives n′² ≤ 4n Σ|ψ_i′|²; dividing by 8n and integrating gives T_W ≤ T. Hence

T_W ≤ T_s = N²/4 ≤ T_H,

with all three equal to 1/4 at N = 1, where the factor 1 − 1/N² vanishes and √n is the orbital itself.

**T_TF on the exact density.** Let x₀ = √(2N), and n₀ = √(x₀² − x²)/π for |x| < x₀, zero outside. With x = x₀ cos τ, the integrals of sin², sin⁴ and sin²cos² over (0, π) are π/2, 3π/8 and π/8, so ∫n₀ = x₀²/2 = N, T_TF[n₀] = (x₀⁴/6π)(3π/8) = N²/4 and ∫vn₀ = (x₀⁴/2π)(π/8) = N²/4. Since ∫(v − N)n = ∫(v − N)n₀,

T_TF − N²/4 = ∫ [π²n³/6 + (v − N)n − π²n₀³/6 − (v − N)n₀] dx.

Inside, v − N = −π²n₀²/2, and the bracket is (π²/6)(n³ − 3n₀²n + 2n₀³) = (π²/6)(n − n₀)²(n + 2n₀), as multiplying out confirms. Outside, n₀ = 0 and v > N. Therefore

T_TF − T_s = ∫_in (π²/6)(n − n₀)²(n + 2n₀) dx + ∫_out [π²n³/6 + (v − N)n] dx > 0.  (3)

The second equation of the ladder pair also gives (φ_k²)′ = √(2k) φ_{k−1}φ_k − √(2k+2) φ_kφ_{k+1}, and the sum over k telescopes:

n′ = −√(2N) φ_{N−1} φ_N.  (4)

**Large N.** What follows is matched asymptotics at leading orders, not a rigorous bound.

Interior. In WKB form φ ≈ √(2/(πp)) cos θ, with local momentum p and θ = ∫_x^{turning point} p dx − π/4. The amplitude follows from the classical probability dx/(πp) (two passes in a period 2π) and ⟨cos²⟩ = ½. At energy N, p = x₀ sin τ = πn₀, |dx| = p dτ, θ′ = −p and ∂θ/∂ε = ∫dx/p = τ. The states in (4) have energies N ∓ ½ and phases θ ∓ τ/2, so

n′ ≈ −x₀ [cos τ + cos 2θ]/(πp).

The first term is n₀′. Integrating the rapidly varying second term with θ′ = −p gives the ripple n − n₀ ≈ x₀ sin 2θ/(2πp²). Averaging over θ, with n ≈ p/π,

(n′²/n) dx → x₀²(cos²τ + ½) dτ/(πp²) = (cos²τ + ½) dτ/(π sin²τ),
(π²/6)(n − n₀)²(3n₀) dx → (π²/6)[x₀²/(8π²p⁴)](3p/π) p dτ = dτ/(16π sin²τ).

Using cos²τ + ½ = 3/2 − sin²τ, the integrals over (δ, π − δ) are (3 cot δ − π + 2δ)/π and cot δ/(8π). At δ = π/4 these are 0.4549 and 0.03979; quadrature at N = 512 gives 0.4532 and 0.03979. For small δ they tend to 3/(πδ) − 1 and 1/(8πδ), which diverge, so the edges need separate treatment.

Edge. Put x = x₀ + ℓξ with ℓ³ = 1/(2x₀), so that ℓ⁻² = (2^{3/2}N^{1/2})^{2/3} = 2N^{1/3} and v − N ≈ x₀ℓξ = ξ/(2ℓ²). A state of energy N − E then obeys d²φ/dξ² = (ξ + s)φ with s = 2ℓ²E, so φ ∝ Ai(ξ + s). For large z, Ai(−z) ≈ π^{−1/2} z^{−1/4} cos(ζ − π/4) with ζ = (2/3)z^{3/2}, and p = √z/ℓ; matching the WKB amplitude gives φ² = 2ℓ Ai². The occupied values E = ½, 3/2, … form a midpoint rule for ∫_0 dE, and dE = ds/(2ℓ²), so

n ≈ g(ξ)/ℓ,  g = ∫_ξ^∞ Ai² = Ai′² − ξAi²,

where the last form has derivative −Ai² because Ai″ = ξAi. Also n₀ ≈ g₀/ℓ with g₀ = √(−ξ)/π. Each edge contributes ℓ⁻²I to ∫n′²/n and ℓ⁻²J to (3), with

I = ∫ Ai⁴/g dξ,
J = ∫_{−∞}^0 (π²/6)(g − g₀)²(g + 2g₀) dξ + ∫_0^∞ [π²g³/6 + ξg/2] dξ.

For z = −ξ ≫ 1, g ≈ √z/π and dg/dz = Ai² ≈ (1 + sin 2ζ)/(2π√z); since d(2ζ)/dz = 2√z, g − g₀ ≈ −cos 2ζ/(4πz). With ⟨cos⁴⟩ = 3/8 the integrands average to 3z^{−3/2}/(8π) and (π²/6)[1/(32π²z²)](3√z/π) = z^{−3/2}/(64π), so both converge. Quadrature gives I = 0.73340 and J = 0.018065.

Matching. Join the regions at z = Z with 1 ≪ Z ≪ N^{2/3}. Then x₀δ²/2 = ℓZ and 1/x₀ = 2ℓ³ give δ = 2ℓ²√Z. Cutting both edge integrals at Z removes 2ℓ⁻²(3/8π)(2/√Z) = 3/(πδ) and 2ℓ⁻²(1/64π)(2/√Z) = 1/(8πδ), exactly the divergent interior terms. What survives is ∫n′²/n ≈ 4N^{1/3}I − 1 and T_TF − T_s ≈ 4N^{1/3}J. With C = I/2 = 0.36670 hartree, B = 4J = 0.07226 hartree and T_TF/N² → 1/4 in (2),

T_W ≈ C N^{1/3} − 1/8,
T_TF ≈ N²/4 + B N^{1/3},
T_H − T_s ≈ (B + C) N^{1/3} − 1/8 − 1/4 = 0.43896 N^{1/3} − 3/8.

The curvature of v changes the edge terms by a relative amount ℓ/x₀ ∝ N^{−2/3}, and the midpoint rule, with step 2ℓ² = N^{−1/3} in s, errs by the square of that step, which is the same order, so remainders of order N^{−1/3} are expected. The largest |ℓn − g| on |ξ| ≤ 3 falls from 0.01525 at N = 64 to 0.00378 at N = 512, close to the factor 8^{2/3} = 4. At N = 512 the remainders times N^{1/3} are 0.0124 hartree for T_W and −0.0204 hartree for T_TF. Dividing by N²/4, the leading behaviour is T_W/T_s ≈ 1.4668 N^{−5/3} and T_H/T_s − 1 ≈ 1.7558 N^{−5/3}, each with a relative correction of order N^{−1/3} from the constants. T_H overestimates by an amount that grows but is a vanishing fraction of T_s, whereas T_W captures a vanishing fraction of T_s.

**Worked example, N = 2.** Here n = π^{−1/2} e^{−x²}(1 + 2x²) and n′ = π^{−1/2} e^{−x²} 2x(1 − 2x²). Let u = 2x² and average with the weight π^{−1/2}e^{−x²}, for which ⟨u⟩ = 1 and ⟨u²⟩ = 3. Then ∫n′²/n = 2⟨u(1−u)²/(1+u)⟩, and polynomial division gives u² − 3u + 4 − 4/(1+u), so T_W = ¼(3 − 3 + 4 − 4K) = 1 − K with K = ⟨1/(1+u)⟩. Writing 1/(1+u) = ∫_0^∞ e^{−t(1+u)} dt, using ⟨e^{−tu}⟩ = (1+2t)^{−1/2} and substituting 1 + 2t = 2w²,

K = √(2e) ∫_{1/√2}^∞ e^{−w²} dw = √(πe/2) erfc(1/√2) = 0.655680,

and T_W = 0.344320 hartree. For ∫n³ the weight is e^{−3x²}, with norm √(π/3) and moments ⟨x²⟩ = 1/6, ⟨x⁴⟩ = 1/12, ⟨x⁶⟩ = 5/72. Then ⟨1 + 6x² + 12x⁴ + 8x⁶⟩ = 1 + 1 + 1 + 5/9 = 32/9, so ∫n³ = 32/(9π√3) = 0.653427 bohr⁻² and T_TF = 16π/(27√3) = 1.074844 hartree. Its excess over T_s = 1 splits as in (3), 0.047278 + 0.027566 = 0.074844 hartree. With labels ±½,

T_H = 0.344320 + 0.75 × 1.074844 = 0.344320 + 0.806133 = 1.15045 hartree,

and orbitals built on a grid and differentiated numerically give 1.150454. The labels 0, 1 give T_0 = 0.344320 + 1.5 × 1.074844 = 1.9566 hartree.

**N = 10.** Σκ² = 82.50, so the factor in (1) is 12 × 82.50/1000 = 0.99, and T_H = 0.670172 + 0.99 × 25.14618 = 25.56489 hartree (695.66 eV), against T_s = 25 hartree (680.28 eV) and T_W = 0.670 hartree (18.24 eV). The labels 0…9 give 0.670172 + 3.42 × 25.14618 = 86.670 hartree. The asymptotic gap 0.57071 hartree exceeds the true gap 0.56489 hartree by about 1% of the latter.

   N     T_W/T_s    T_H/T_s − 1   T_0/T_s
   1     1.000      0             1.000
   2     0.3443     0.1505        1.957
  10     0.02681    0.02260       3.467
 100     6.32e−4    6.64e−4       3.941
 512     4.29e−5    4.79e−5       3.988

Among the computed N, the overestimate relative to T_s is zero at N = 1, largest at N = 2 (15%) and falls after that. At N = 512 the gap is 3.13565 hartree, and 0.43896 × 8 − 0.375 = 3.1367.

The limit T_H/T_s → 1 rests on T_TF/T_s → 1, shown here for this well through (3) and the semiclassical estimates. It also rests on one dimension, where a single phase f fills the whole local Fermi interval; for a phase that depends on one coordinate out of three, with f built from the density integrated over the other two, the orbitals are still orthonormal, but the n³ in (1) becomes the cube of that integrated density, which is not the Thomas-Fermi energy, so (2) and this limit do not follow. For two equally filled spin channels the results apply to each channel with N/2 particles. T_H exceeds T_s at every computed N ≥ 2, so in those cases the Harriman determinant proves that n is N-representable without being the determinant that minimizes the kinetic energy.

The numerical check checks these formulas against explicit orbitals, diagonalization and quadrature.

Table of computed values

```
omega = 1 hartree; energies in hartree; 1 hartree = 27.2114 eV
   N        TW           Ts          TTF           TH           T0
   1  0.250000       0.2500      0.30230      0.25000       0.2500
   2  0.344320       1.0000      1.07484      1.15045       1.9566
   3  0.410643       2.2500      2.34003      2.49067       5.6107
   4  0.463484       4.0000      4.10181      4.30893      11.2307
   5  0.508129       6.2500      6.36159      6.61525      18.8295
  10  0.670172      25.0000     25.14618     25.56489      86.6701
  20  0.874633     100.0000    100.18861    100.81277     372.0734
  50  1.229178     625.0000    625.26066    626.23973    2427.7407
 100  1.579682    2500.0000   2500.33100   2501.66065    9853.3839
 200  2.021565   10000.0000  10000.41908  10002.19064   39704.1853
 512  2.810134   65536.0000  65536.57552  65539.13565  261381.6055
   N      TW/Ts    TH/Ts-1   T0/Ts  TW_asym  TTF-Ts  B N^1/3   TH-Ts    asym
   1  1.000e+00  0.000e+00  1.0000  0.24170 0.05230 0.07226  0.00000  0.06396
   2  3.443e-01  1.505e-01  1.9566  0.33701 0.07484 0.09104  0.15045  0.17805
   3  1.825e-01  1.070e-01  2.4936  0.40387 0.09003 0.10422  0.24067  0.25809
   4  1.159e-01  7.723e-02  2.8077  0.45710 0.10181 0.11471  0.30893  0.32180
   5  8.130e-02  5.844e-02  3.0127  0.50205 0.11159 0.12356  0.36525  0.37561
  10  2.681e-02  2.260e-02  3.4668  0.66503 0.14618 0.15568  0.56489  0.57071
  20  8.746e-03  8.128e-03  3.7207  0.87037 0.18861 0.19614  0.81277  0.81652
  50  1.967e-03  1.984e-03  3.8844  1.22593 0.26066 0.26621  1.23973  1.24214
 100  6.319e-04  6.643e-04  3.9414  1.57706 0.33100 0.33540  1.66065  1.66246
 200  2.022e-04  2.191e-04  3.9704  2.01947 0.41908 0.42258  2.19064  2.19204
 512  4.288e-05  4.785e-05  3.9884  2.80859 0.57552 0.57808  3.13565  3.13667
Airy integrals (dimensionless): I = 0.73340, J = 0.018065
C = 0.36670, B = 0.07226, B+C = 0.43896 hartree; 4C = 1.4668, 4(B+C) = 1.7558
N=2: K = 0.655680, TW = 0.344320, TTF = 1.074844, 0.75 TTF = 0.806133 hartree
N=2: int n^3 = 0.653427 bohr^-2, sum kappa^2 = 0.50, direct TH = 1.150454 hartree
N=2: TTF-Ts inside = 0.047278, outside = 0.027566 hartree
N=2: TW = 9.369, Ts = 27.211, TH = 31.305 eV
N=10: int n^3 = 15.287045 bohr^-2, sum kappa^2 = 82.50, direct TH = 25.564892 hartree
N=10: TTF-Ts inside = 0.094038, outside = 0.052144 hartree
N=10: TW = 18.236, Ts = 680.285, TH = 695.656 eV
overlap for label spacing 1/2: 0.636620 (2/pi = 0.636620)
edge length N=512: 0.2500 bohr; max|l n - g|: N=64 0.01525, N=512 0.00378
bulk N=512: int n'^2/n = 0.4532 (WKB 0.4549) bohr^-2
bulk N=512: TF excess = 0.03979 (WKB 0.03979) hartree
N=512 residual*N^(1/3): TW 0.0124, TTF -0.0204 hartree
```
